# Frizzy step edges in slow scanning-tunnelling images: time recorded as space

**Q:** I have a scanning-tunnelling image of a hot surface with one atomic step running up the frame. The edge is frizzy, jumping left and right from each scan line to the next. I read this as the shape of the step: at the moment of imaging it wandered that much in space. From the jumps I want to get the step stiffness. Is anything wrong with that?

**A:** At which moment was the image taken?

**Q:** It took a few minutes, one line after another.

**A:** Then there is no single moment. Let $y$ run along the mean step and $x$ across it, with the fast scan along $x$. The tip advances by $d$ in $y$ after each line time $T$. If $x(y,t)$ is the edge position, line $n$ records

$$x_n=x(nd,\,nT),$$

whereas a snapshot would be $x(nd,0)$. The difference between two lines contains the shape of the edge and also its motion during the delay.

**Q:** Granted, but the motion might be a small correction. How do I find out which part dominates?

**A:** We need the mean-square difference between two points separated in both space and time,

$$G(y,t)=\langle[x(y,t)-x(0,0)]^2\rangle .$$

Take an isolated step in equilibrium, with gentle slopes on large scales and stiffness $\beta$. Its energy is $H=\frac{\beta}{2}\int(\partial_y x)^2dy$, so $\delta H/\delta x=-\beta\,\partial_y^2x$. Suppose that the slow process is the exchange of atoms between edge and terraces. Each piece of edge then responds to its local force with a mobility $\Gamma$:

$$\partial_t x=-\frac{\Gamma}{kT_s}\frac{\delta H}{\delta x}+\eta=D\,\partial_y^2x+\eta,\qquad D=\frac{\Gamma\beta}{kT_s}.$$

Here $T_s$ is the sample temperature, and the noise obeys $\langle\eta(y,t)\eta(y',t')\rangle=2\Gamma\,\delta(y-y')\delta(t-t')$.

For a periodic step of length $L$, write $x=\sum_q x_qe^{iqy}$. The energy becomes $H=\frac{\beta L}{2}\sum_q q^2|x_q|^2$. The modes $q$ and $-q$ are complex conjugates, so together they contribute $\beta Lq^2|x_q|^2$. This contains two real quadratic variables, each with mean energy $kT_s/2$. Hence

$$\langle|x_q|^2\rangle=\frac{b}{Lq^2},\qquad b=\frac{kT_s}{\beta},$$

where $b$ is a length. The equation of motion gives $\dot x_q=-Dq^2x_q+\eta_q$. Later noise is uncorrelated with the earlier shape, so $\langle x_q(t)x_q^*(0)\rangle=(b/Lq^2)e^{-Dq^2t}$ for $t\ge0$. Expanding the square in $G$ and replacing $\sum_q$ by $L\int dq/2\pi$,

$$G(y,t)=\frac{b}{\pi}\int_{-\infty}^{\infty}\frac{1-\cos(qy)\,e^{-Dq^2t}}{q^2}\,dq .$$

**Q:** For a snapshot I set $t=0$. The integral is then $\pi|y|$, so $G=b|y|$. That is the law I meant to use.

**A:** Yes, and for a snapshot it is right. For $t>0$, differentiate twice with respect to $y$ and do the Gaussian integral:

$$\partial_y^2G=\frac b\pi\int_{-\infty}^{\infty}\cos(qy)e^{-Dq^2t}dq=\frac{b}{\sqrt{\pi Dt}}\,e^{-y^2/4Dt}.$$

Differentiating with respect to $t$ gives the same integral times $D$, so $\partial_tG=D\,\partial_y^2G$. At $y=0$ this reads $\partial_tG=b\sqrt{D/\pi t}$. Since $G(0,0)=0$,

$$G(0,t)=2b\sqrt{Dt/\pi}.$$

This is the motion of one point of the edge. To move away from $y=0$, note that $G$ is even in $y$, so its slope vanishes there. With $w=\sqrt{4Dt}$, one integration gives $\partial_yG=b\,\mathrm{erf}(y/w)$. A second one, for $y\ge0$, uses

$$\int_0^y\mathrm{erf}(s/w)\,ds=y\,\mathrm{erf}(y/w)+\frac{w}{\sqrt\pi}\left(e^{-y^2/w^2}-1\right).$$

Because $bw/\sqrt\pi=2b\sqrt{Dt/\pi}$, the term with $-1$ cancels $G(0,t)$, leaving

$$G(y,t)=b\left[y\,\mathrm{erf}\frac{y}{\sqrt{4Dt}}+2\sqrt{\frac{Dt}{\pi}}\;e^{-y^2/4Dt}\right].$$

Since $\partial_tG>0$ at fixed $y$, a delay increases the mean-square difference. In this model the image of a mobile edge is rougher than a snapshot.

**Q:** In an image, though, $y$ and $t$ are tied together.

**A:** They are tied by the slow-scan speed $v=d/T$, so put $t=y/v$. The argument of the error function becomes

$$u=\frac{y}{\sqrt{4Dy/v}}=\sqrt{\frac{y}{y^*}},\qquad y^*=\frac{4D}{v}.$$

Also $2\sqrt{Dt/\pi}=w/\sqrt\pi=y/(u\sqrt\pi)$. Therefore

$$G_{\rm image}(y)=b\,y\,R(u),\qquad R(u)=\mathrm{erf}\,u+\frac{e^{-u^2}}{u\sqrt\pi}.$$

For small $u$, $\mathrm{erf}\,u\approx2u/\sqrt\pi$ and $e^{-u^2}\approx1-u^2$, so $R\approx(1/u+u)/\sqrt\pi$. The leading term gives back $2b\sqrt{Dt/\pi}$, which contains no spatial separation; the correction relative to it is $u^2=y/y^*$. If $d\ll y^*$, the frizz between neighbouring lines is a record of motion in time.

**Q:** And for large $u$, $R$ tends to 1. So my reading is right after all at long distances?

**A:** The mean-square wandering is then that of a snapshot, because $b\,vt$ grows faster than the temporal part, which goes as $\sqrt t$. The picture is still not a snapshot. At $y=y^*$, for instance, the mean-square motion of a fixed point since the first line is $1/\sqrt\pi=0.56$ of $by^*$. As a fraction of $by$, this motion falls only as $\sqrt{y^*/y}$, so the individual shape approaches that of a snapshot much more slowly than the statistics do.

There is a second limit in your favour. If $\Gamma\to0$ at fixed scan settings, $D$ and $y^*$ vanish and the edge stands still. The image of a frozen step does show its shape, apart from instrumental errors.

**Q:** Could you put numbers on a mobile step?

**A:** Take a rough single-layer step on Si(001) at 800 K, with rough values $\beta=0.06$ eV/nm and $\Gamma=10$ nm³/s. Then $kT_s=0.0689$ eV and

$$b=\frac{0.0689}{0.06}=1.149\ \text{nm},\qquad D=\frac{\Gamma}{b}=\frac{10}{1.149}=8.70\ \text{nm}^2/\text{s}.$$

Let the lines be 0.8 nm apart and take 1 s each. Then $v=0.8$ nm/s and $y^*=4\times8.70/0.8=43.5$ nm, far larger than $d$. For neighbouring lines $w=\sqrt{4\times8.70\times1}=5.90$ nm, and

$$G_1=1.149\,[\,0.8\times0.152+3.33\times0.982\,]=3.90\ \text{nm}^2 .$$

The first term in the bracket is 0.12 nm and the second 3.27 nm. The rms jump is 1.97 nm, against $\sqrt{1.149\times0.8}=0.96$ nm in a snapshot.

**Q:** So if I use the snapshot law to get the stiffness from these jumps?

**A:** You would compute $kT_sd/G_1=0.0689\times0.8/3.90=0.014$ eV/nm, which is 4.2 times smaller than the stiffness put in. The step would seem much softer than it is.

**Q:** Suppose I scan ten times faster with the same line spacing.

**A:** With $T=0.1$ s, $y^*$ falls to 4.35 nm and $G_1$ to 1.43 nm². This is still 1.55 times the snapshot value, and the apparent stiffness is 0.039 eV/nm. To bring $y^*$ below $d$ you need $T<d^2/4D=0.64/34.8\approx0.018$ s. In that time a site makes less than one move on average, so the continuum formula gives only the scale there.

**Q:** I don't know $D$ for my sample. Can the microscope itself tell me whether I am seeing time or space?

**A:** There are three useful comparisons.

First, halve $d$ and keep $T$ fixed. The mean-square jump in a snapshot would halve. In the slow example it is multiplied by 0.987, because the delay has not changed.

Second, compare trace and retrace along the same line. Let $T$ include both directions, in equal halves, with no advance in $y$ between them. A step at mid-line is then crossed twice, $T/2$ apart, at the same $y$. A frozen edge would give the same position twice. The mobile one gives a mean-square mismatch $G(0,T/2)=2b\sqrt{DT/2\pi}$, which is an rms mismatch of 1.64 nm in the slow example.

Third, correlate successive jumps $\Delta_1$ and $\Delta_2$. Each has variance $G_1$, and their sum has variance $G_2=2G_1+2\langle\Delta_1\Delta_2\rangle$, so

$$\frac{\langle\Delta_1\Delta_2\rangle}{G_1}=\frac{G_2}{2G_1}-1 .$$

For a snapshot $G_2=2G_1$ and the correlation is zero. In the temporal limit $G_2=\sqrt2\,G_1$ and it is $1/\sqrt2-1=-0.293$. The slow image has $-0.280$: a jump to the left tends to be followed by one to the right.

**Q:** Wouldn't electronic noise do the same?

**A:** It can. An independent position error on each line, taken alone, gives $G_2=G_1$ and hence a correlation of $-1/2$. Added to a frozen rough edge, such an error gives a value between 0 and $-1/2$, which can coincide with that of a moving edge. It also spoils the agreement of trace and retrace. So repeat the measurement with different $T$ at fixed $d$. With terrace exchange, edge motion makes the mean-square jump grow with $T$, while an error whose size does not depend on $T$ adds a constant.

**Q:** You assumed exchange with the terraces. What if atoms merely diffuse along the edge?

**A:** The equilibrium amplitudes stay the same, since they do not depend on the kinetics, but the modes now decay as $e^{-Bq^4t}$, with $B$ a rate constant. At a fixed point,

$$G(0,t)=\frac{2b}{\pi}\int_0^\infty\frac{1-e^{-Bq^4t}}{q^2}dq=\frac{2b}{\pi}\int_0^\infty4Bt\,q^2e^{-Bq^4t}dq .$$

The second form follows by parts; the boundary term vanishes as $q^3$ at small $q$ and as $1/q$ at large $q$. With $s=Bq^4t$ we have $4Bt\,q^2dq=ds/q=(Bt)^{1/4}s^{-1/4}ds$, so

$$G(0,t)=\frac{2b}{\pi}\,\Gamma_E(3/4)\,(Bt)^{1/4},$$

where $\Gamma_E$ is the gamma function. The temporal-limit correlation becomes $2^{1/4}/2-1=-0.405$. The exponent changes, but if $(BT)^{1/4}\gg d$, the jumps between neighbouring lines still record mainly motion.

**Q:** Real edges have kinks. Your smooth line with gentle slopes worries me.

**A:** It should be checked. In the example the lattice unit along the edge is $a=0.768$ nm, and the rms slope on that scale is $\sqrt{b/a}=1.22$, which is not gentle. So $\beta$ has to mean the stiffness on large scales.

A simulated lattice step tests whether the result survives steep kinks. Neighbouring sites differ in position by $+1$ or $-1$, so $b=1$ site, and sites are redrawn from local equilibrium. The relaxation of the mean profile gives $D=1.00$ site² per sweep, with no fit to the roughness. Scanning this step with 4 sites and 20 sweeps per line gives a mean-square jump of 6.02, as the formula predicts, against 4.00 in a snapshot. After 16 lines the scan gives 63.6 and the snapshot 63.4, so the long-distance recovery is there too. The jump correlation is $-0.186$, against a predicted $-0.185$. The numerical output below lists the other lags.

**Q:** How close is the silicon example to a real experiment?

**A:** The temperature requires a microscope built for hot samples. The stiffness and mobility are order-of-magnitude values, and $\Gamma$ is the less certain. In the temporal limit $G_1\propto b\sqrt D=\sqrt{b\Gamma}$, so a tenfold error in $\Gamma$ changes the rms jump by a factor of at most $10^{1/4}\approx1.8$, but it changes $y^*$ tenfold. Mobility falls steeply on cooling, so these numbers should not be carried over to room temperature.

At long distance the step can no longer be treated as isolated. On Si(001), surface stress makes neighbouring steps repel. It also couples distant parts of one step, which makes $\beta$ depend on the length scale. In isotropic continuum elasticity with Poisson ratio $\nu$, a wave of wavenumber $q$ sees $\beta$ lowered by $K(1+7\nu)/[2(1-\nu)]$ for each factor $e$ in $1/q$. Here $K$ is the strength used below, and the factor amounts to $0.8K$ to $2K$ for $\nu$ from 0.06 to 0.28. With $K=0.06$ eV/nm and $\beta=0.06$ eV/nm at $1/q\approx6$ nm, the drop by $1/q\approx44$ nm is 1.5 to 4 times $\beta$. The stiffness turns negative, and at the terrace width below a straight step would be unstable against meandering. Even between $1/q=2$ and 6 nm the change is comparable with $\beta$, so a constant $\beta$ is consistent only with a much weaker $K$. It is left out here: the following figures show the effect of neighbours alone, in one simplified arrangement, and are not a forecast for a real step. Take a pair energy $-K\ln r$ per unit length with a rough $K=0.06$ eV/nm, and a miscut of 0.03°, which gives terraces of width $\ell=259$ nm. Hold every second step straight, at odd multiples of $\ell$ from ours, and leave out the others. Each fixed step adds a curvature $K/r^2$ to the energy, and the sum is $c=K\pi^2/4\ell^2$. Modes then relax at the rate $D(q^2+1/\xi^2)$, with $\xi=\sqrt{\beta/c}=165$ nm. Relative to the free step, this lowers $G$ by less than 0.1% for neighbouring slow lines, but by 12% at $y^*$.

**Q:** Then can I still get the stiffness from long distances in the slow image?

**A:** Not reliably, since $\beta$ may itself change over such distances. Leave that aside for a moment. At $y^*$ the free-step image exceeds the snapshot law by 5%, and confinement multiplies it by 0.884. The product is $1.050\times0.884=0.93$, so with a constant $\beta$ the snapshot law would return a stiffness about 8% too large. At $4y^*=174$ nm the free-step excess is only 0.05%, but that distance already exceeds $\xi$, so the free law no longer applies. Moreover, a frame of 256 lines is 205 nm long and contains fewer than five stretches of length $y^*$, so you would have to average many frames.

**Q:** And the smaller effects?

**A:** Replacing the continuous line by a chain of sites 0.768 nm apart lowers $G(0,t)$ by 0.4% at 1 s, 5% at 0.1 s and 10% at 0.05 s, relative to the continuum value. For the jumps between neighbouring lines of the fast image it is a correction of a few per cent. If the forward scan covers 200 nm in 0.5 s, an rms jump shifts the crossing time by 5 ms, or 0.5% of the slow line time. A drift of 0.005 nm/s supplies 0.14% of $G$ at $y^*$, and a rough estimate makes sublimation negligible. Motion caused by the tip is not included. To look for it, vary the tunnelling current and voltage at fixed $d$ and $T$: a change in the frizz would be a warning that the edge is not fluctuating freely.

**Q:** So for neighbouring lines I should fit the mobile-edge formula, with $T$ as a variable, instead of treating the frizz as a frozen outline.

**A:** Yes, provided the comparisons show that the edge moves and that terrace exchange is the right kinetics. Apart from a constant error, the mean-square mismatch of trace and retrace should then grow as $\sqrt T$. Growth as $T^{1/4}$ points to diffusion along the edge, and fitting this formula would then give a wrong stiffness. Over a single decade of $T$, however, a constant error plus $\sqrt T$ can look much like $T^{1/4}$. So use a wider range of $T$, and measure the constant error separately, for instance on a frozen step; left unknown, it also makes a stiffness fitted to the line-to-line jumps alone very uncertain, unless the trace–retrace mismatch, carrying the same error, is fitted together with them. With terrace exchange, the jumps alone determine the product $b\Gamma$ in the temporal limit. To separate stiffness from mobility you need a second piece of information, such as the long-distance roughness, with confinement and any scale dependence of $\beta$ taken into account.

## Computed values

```
Lattice step, spacing 4 sites, 20 sweeps per line
diffusivity from mean relaxation: 1.0002 sites^2/sweep
lag | scanned | formula | snapshot (mean square, sites^2)
  1 |    6.02 |    6.02 |    4.00
  2 |    9.77 |    9.82 |    8.01
  4 |   17.13 |   17.24 |   15.96
  8 |   32.36 |   32.53 |   31.75
 16 |   63.63 |   64.09 |   63.38
same site after 20 sweeps: 5.04, formula 5.05 sites^2
half spacing, same line time: 5.29, formula 5.30 sites^2
successive-jump correlation: -0.186, formula -0.185
Si(001) example, rough parameters
T = 800 K, kT = 0.0689 eV, beta = 0.06 eV/nm
mobility = 10.0 nm^3/s, b = 1.149 nm, D = 8.70 nm^2/s
line spacing = 0.8 nm, 256 lines, frame length = 204.8 nm
snapshot: mean-square jump 0.919 nm^2, rms 0.96 nm
slow: line time 1.0 s, v = 0.8 nm/s, y* = 43.52 nm, t* = 54.396 s
  mean-square jump 3.895 nm^2, rms 1.97 nm, ratio to snapshot 4.24
  apparent stiffness 0.0142 eV/nm, jump correlation -0.280
  trace-retrace rms mismatch 1.64 nm; half spacing changes G1 by factor 0.987
fast: line time 0.1 s, v = 8.0 nm/s, y* = 4.35 nm, t* = 0.544 s
  mean-square jump 1.425 nm^2, rms 1.19 nm, ratio to snapshot 1.55
  apparent stiffness 0.0387 eV/nm, jump correlation -0.192
  trace-retrace rms mismatch 0.92 nm; half spacing changes G1 by factor 0.887
slow image at 1 y*: image/snapshot = 1.0503
slow image at 2 y*: image/snapshot = 1.0085
slow image at 4 y*: image/snapshot = 1.0005
temporal-limit jump correlation: terrace exchange -0.293, edge diffusion -0.405
Neglected effects
lattice unit 0.768 nm, moves per site 44.1 /s, rms local slope 1.22
lattice correction to G(0,1.0 s): -0.43 %
lattice correction to G(0,0.1 s): -4.61 %
lattice correction to G(0,0.05 s): -10.17 %
miscut 0.03 deg, terrace 259 nm, repulsion 0.06 eV/nm, confinement length 165 nm
confined/free G: one slow line 0.9993, at y* 0.884
confined image/confined snapshot at y*: 1.056
crossing-time skew for rms slow jump: 4.9 ms (0.49 % of line time)
drift 0.005 nm/s: share of G at y* = 0.14 %
sublimation (4 eV, 1e13 /s, rough): 1.6e-10 layers per slow frame
```
